# Athermal Defect Migration and Barrier Lowering Driven by Carrier Recombination, part 1

(Sections cited here and not found follow in the second part.)

## I. Migration by exchange of stable and saddle sites

At 300 K a model defect has a migration barrier of 0.60 eV in one charge state and 0.50 eV in the other. With an attempt rate of $1.0\times10^{13}\ \mathrm{s^{-1}}$ it hops thermally about $8.3\times10^{2}$ times per second in the first state and $4.0\times10^{4}$ times per second in the second. Under carrier injection the same defect completes $9.1\times10^{5}$ charge cycles per second, and half of these leave it on a new site. The migration is faster than either barrier seems to allow, so something other than thermal crossing must carry the defect from site to site.

The explanation is that the defect never has to climb. The site that is stable in one charge state is the saddle in the other. When the charge changes, the defect finds itself on top of a barrier and slides down. This is the Bourgoin–Corbett mechanism.

### Energy surfaces and assumptions

Let $Q$ denote the position of the defect, with all other atoms relaxed. In charge state 1 the defect has charge $q$. In charge state 2 it has lost one electron and has charge $q+1$. The energy $E_2(Q)$ includes the lost electron, placed at the valence-band edge, so that $E_1$ and $E_2$ refer to the same number of electrons. Energies of electrons are counted from that edge, and the conduction-band edge lies at $E_g$.

Site $A$ is a minimum of $E_1$ and a saddle of $E_2$. Site $B$ is a minimum of $E_2$ and a saddle of $E_1$. The two barriers are

$$V_1=E_1(B)-E_1(A),\qquad V_2=E_2(A)-E_2(B),$$

both positive. The distance between neighbouring sites $A$ and $B$ is $s$. The following is assumed.

1. A defect resting at $A$ in state 1 changes to state 2 at a constant rate $k_{12}$. A defect resting at $B$ in state 2 changes to state 1 at a constant rate $k_{21}$.
2. Relaxation after a charge change is much faster than $1/k_{12}$ and $1/k_{21}$. It is damped, so the defect stops in a minimum next to the saddle from which it started.
3. The neighbouring minima are equivalent by symmetry and are reached with equal probability. The vectors from a site to its neighbours add up to zero.
4. The defect loses its memory of the direction of arrival before the next charge change.

The motion from $A$ to a neighbouring $B$, or back, is called a half hop.

**Theorem 1.** Under assumptions 1 to 4, and with thermal crossings neglected, the defect completes charge cycles at the rate

$$R=\frac{k_{12}k_{21}}{k_{12}+k_{21}},$$

and on an isotropic network in $d$ dimensions its long-time diffusivity is

$$D=\frac{s^2R}{d}.$$

Neither expression contains the barriers $V_1$ and $V_2$.

**Lemma 1 (cycle rate).** The number of completed cycles per unit time is the $R$ of Theorem 1.

*Proof.* Let $f_1$ and $f_2$ be the fractions of time spent in the two states, with $f_1+f_2=1$. In the steady state there are as many changes $1\to2$ as changes $2\to1$:

$$f_1k_{12}=f_2k_{21}.$$

Inserting $f_2=1-f_1$ gives $f_1(k_{12}+k_{21})=k_{21}$, hence

$$f_1=\frac{k_{21}}{k_{12}+k_{21}},\qquad f_2=\frac{k_{12}}{k_{12}+k_{21}}.$$

One cycle contains one change of each kind, so the cycle rate is $f_1k_{12}$, which is the stated result. Equivalently, $1/R=1/k_{12}+1/k_{21}$: the mean cycle time is the sum of the two mean waiting times, and the slower charge change controls the motion. $\square$

**Lemma 2 (half hops add in square).** After $n$ half hops the mean-square displacement is $ns^2$.

*Proof.* Let $\mathbf u_j$ be the displacement in half hop $j$, with $|\mathbf u_j|=s$. Then

$$\left\langle\left|\sum_{j=1}^{n}\mathbf u_j\right|^2\right\rangle
=\sum_{j=1}^{n}\langle|\mathbf u_j|^2\rangle+2\sum_{i<j}\langle\mathbf u_i\cdot\mathbf u_j\rangle .$$

For $i<j$, fix the whole history before half hop $j$. This fixes $\mathbf u_i$ and the site from which half hop $j$ starts. The average of $\mathbf u_j$ over the equally likely neighbours of that site is zero by assumption 3. Every cross term therefore vanishes, and the first sum is $ns^2$. $\square$

*Proof of Theorem 1.* Each cycle has two half hops. The directions do not depend on the waiting times, so in a long time $t$ the mean-square displacement is

$$\langle r^2\rangle=2Rt\,s^2 .$$

The diffusivity is defined by $\langle r^2\rangle=2dDt$. Division by $2dt$ gives $D=s^2R/d$. $\square$

### The cycles that lead nowhere

Suppose that each $B$ lies midway between two sites $A$. From $B$ the defect then returns to its old $A$ or proceeds to the new one, each with probability $1/2$. Real hops between $A$ sites therefore occur at the rate $R/2$, over the distance $2s$. Counting only these hops gives

$$D=\frac{(2s)^2(R/2)}{2d}=\frac{s^2R}{d},$$

as before. The factor of one half in the hop rate is already contained in the theorem and must not be applied again.

In one dimension with period $a$, $s=a/2$ and $D=a^2R/4$. An important three-dimensional case is an interstitial in the diamond structure, whose tetrahedral sites are joined through hexagonal sites at the midpoints. Four bonds leave each tetrahedral site and two opposite bonds leave each midpoint. Both sets add up to zero. At a tetrahedral site the symmetry makes the quadratic part of a smooth energy surface isotropic, so $E_2$ has a maximum there and not a simple saddle. The theorem still applies, because it needs only equal chances of sliding to the four neighbours. The thermal path in state 2 can pass around the maximum, so its barrier is lower than $V_2$, by an amount that depends on the shape of the surface and can be a large fraction of $V_2$. The example below neglects this difference and therefore underestimates the thermal hop rate in state 2. If neighbouring tetrahedral sites are a distance $L$ apart, then $s=L/2$ and

$$D=\frac{(L/2)^2R}{3}=\frac{L^2R}{12}.$$

Enumeration of all paths on this network gives mean-square displacements of $0.5$, $1.0$ and $1.5\,L^2$ after one, two and three cycles, which is the predicted $L^2/2$ per cycle.

### Adding thermal crossings

Now let the defect also cross barriers thermally while it waits. In one dimension, let $\Gamma_i$ be its total rate of hops by $\pm a$ in state $i$, and $D_i=\Gamma_ia^2/2$ the corresponding diffusivity. These hops have zero mean as well, so the argument of Lemma 2 applies to the combined sequence. Per unit time there are on average $f_1\Gamma_1+f_2\Gamma_2$ thermal hops of length $a$ and $2R$ half hops of length $a/2$. Hence

$$D=\frac12\left[(f_1\Gamma_1+f_2\Gamma_2)a^2+2R\frac{a^2}{4}\right]
=f_1D_1+f_2D_2+\frac{a^2R}{4}.$$

This sum can be tested without putting half hops in by hand. Let the defect drift and diffuse with free diffusivity $D_0$ on two smooth periodic surfaces, and let it switch between them at constant rates. The thermal parts $D_i$ follow from the flux on one surface. With concentration $c$,

$$J=-D_0e^{-E_i/kT}\frac{d}{dQ}\left(c\,e^{E_i/kT}\right).$$

Write $c=\zeta e^{-E_i/kT}$, where $\zeta$ varies slowly from period to period. Multiplying by $e^{E_i/kT}$ and integrating over a period at constant $J$ gives

$$J\int_0^a e^{E_i/kT}dQ=-D_0\,a\,\frac{d\zeta}{dQ}.$$

The mean concentration is $\bar c=(\zeta/a)\int_0^a e^{-E_i/kT}dQ$. Eliminating $\zeta$ and comparing with $J=-D_i\,d\bar c/dQ$, one finds

$$D_i=\frac{D_0a^2}{\int_0^a e^{E_i/kT}dQ\,\int_0^a e^{-E_i/kT}dQ}.$$

For one pair of surfaces the formula predicts $D=0.003672$ in the units of the test, of which $0.000672$ is thermal. The coupled drift–diffusion equations give $0.003669$ on a mesh of 160 points ($0.003668$ when converged), which differs by 0.1% of the predicted value. The half hops thus emerge from the surfaces themselves. When both barriers are raised from 20 to 24 $kT$ at fixed switching rates, the diffusivity changes by a factor $1.00003$: the barriers have dropped out.

### Where the energy comes from

The defect does not move for nothing. Define the electronic level at a fixed position by

$$\lambda(Q)=E_1(Q)-E_2(Q).$$

In a vertical transition $Q$ stays fixed. Hole capture at $A$ moves an electron from the defect to the valence-band edge and releases $\lambda(A)$. Electron capture at $B$ takes an electron from the conduction-band edge and releases $E_g-\lambda(B)$. From the definitions of the barriers,

$$\lambda(B)-\lambda(A)=[E_1(B)-E_1(A)]+[E_2(A)-E_2(B)]=V_1+V_2 .$$

The two captures therefore release $E_g-V_1-V_2$ together. Relaxation releases $V_2$ after the hole capture and $V_1$ after the electron capture. The total is $E_g$, the energy of one recombined electron–hole pair. If neither vertical capture is to borrow heat, both releases must be non-negative, which requires

$$E_g\ge V_1+V_2 .$$

This condition concerns the energy balance only and does not by itself make capture rapid. A capture coefficient may have an activation energy of its own, and the carrier density may vary with temperature. The word "athermal" means here that no migration barrier enters; it does not mean that $R$ is independent of temperature.

### Detailed balance and the role of injection

**Proposition 1.** For non-degenerate carriers with quasi-Fermi levels $F_n$ and $F_p$, and equal degeneracies of the two charge states, the capture-to-emission ratio for holes at $A$ times that for electrons at $B$ is

$$\exp\left[\frac{F_n-F_p-V_1-V_2}{kT}\right].$$

*Proof.* In equilibrium with Fermi level $F$, the populations at fixed $Q$ obey $P_2/P_1=\exp[(\lambda-F)/kT]$, since state 1 holds one more electron. Let $C_p$ and $C_n$ be the capture coefficients, and $p=N_ve^{-F/kT}$ and $n=N_ce^{-(E_g-F)/kT}$ the carrier densities, with effective band densities $N_v$ and $N_c$. Balancing each capture with its own inverse gives the emission rates

$$e_p=C_pp\,\frac{P_1}{P_2}=C_pN_ve^{-\lambda/kT},\qquad
e_n=C_nn\,\frac{P_2}{P_1}=C_nN_ce^{-(E_g-\lambda)/kT}.$$

These expressions no longer contain $F$ and are kept under injection, where $p=N_ve^{-F_p/kT}$ and $n=N_ce^{-(E_g-F_n)/kT}$. The ratios become

$$\frac{C_pp}{e_p(A)}=e^{[\lambda(A)-F_p]/kT},\qquad
\frac{C_nn}{e_n(B)}=e^{[F_n-\lambda(B)]/kT}.$$

Their product, with $\lambda(B)-\lambda(A)=V_1+V_2$, is the stated result. $\square$

In the dark $F_n=F_p$. Detailed balance then applies to the total switching rates at each position as well, and the same product gives

$$k_{12}k_{21}=w_{21}(A)\,w_{12}(B)\,e^{-(V_1+V_2)/kT},$$

where $w_{21}(A)$ and $w_{12}(B)$ are the reverse switching rates at the saddles. Suppose that these cannot exceed an atomic attempt rate $\nu$. Since $k_{12}+k_{21}\ge2\sqrt{k_{12}k_{21}}$, Lemma 1 yields the bound

$$R_{\rm dark}\le\frac12\sqrt{k_{12}k_{21}}\le\frac{\nu}{2}\exp\left[-\frac{V_1+V_2}{2kT}\right].$$

It covers switching at the two rest sites only and is not a bound on dark migration. The defect can also change charge near the crossing of the two surfaces, which for cosine surfaces with equal minima lies only $V_1V_2/(V_1+V_2)$ above them, 0.27 eV for the barriers of the example. If switching there were limited by $\nu$ alone, it would exceed the bound by orders of magnitude. How much this route contributes depends on the actual capture and emission rates at those positions. Switching at intermediate positions is allowed in the drift–diffusion model with detailed balance. There the dark diffusivity falls to $0.108$ of its value when both barriers rise from 20 to 24 $kT$. Dark migration in this model is activated, although two points do not determine an activation law.

### The example

Take $n=p=1.0\times10^{15}\ \mathrm{cm^{-3}}$, $C_p=1.0\times10^{-9}$ and $C_n=1.0\times10^{-8}\ \mathrm{cm^3/s}$. Then $k_{12}=C_pp=1.0\times10^{6}\ \mathrm{s^{-1}}$ and $k_{21}=C_nn=1.0\times10^{7}\ \mathrm{s^{-1}}$, so

$$R=\frac{10^6\times10^7}{1.1\times10^7}\ \mathrm{s^{-1}}=9.1\times10^5\ \mathrm{s^{-1}}.$$

On the tetrahedral network with $L=0.25$ nm $=2.5\times10^{-8}$ cm,

$$D=\frac{(2.5\times10^{-8})^2(9.09\times10^5)}{12}\ \mathrm{cm^2/s}=4.7\times10^{-11}\ \mathrm{cm^2/s}.$$

The defect spends $f_1=10/11$ of its time in state 1. Its mean thermal hop rate is $(10/11)(833)+(1/11)(39840)\approx4.4\times10^3\ \mathrm{s^{-1}}$, about 1% of the athermal site-to-site rate $R/2=4.5\times10^5\ \mathrm{s^{-1}}$. This figure takes the thermal barrier in state 2 to be the full $V_2=0.50$ eV. If the path around the tetrahedral maximum had a barrier of about 0.38 eV, thermal hops would be as frequent as athermal ones.

The gap is 1.20 eV, so 0.10 eV remains after the relaxation energy of 1.10 eV. The quasi-Fermi splitting is 0.72 eV, and the product in Proposition 1 is $4.8\times10^{-7}$, far below one even under injection. This does not stop the cycle, because the reverse emissions compete only during the brief stay near a saddle. With levels at 0.05 and 1.15 eV and band densities of $10^{19}\ \mathrm{cm^{-3}}$, they are $e_p(A)\approx1.4\times10^9$ and $e_n(B)\approx1.4\times10^{10}\ \mathrm{s^{-1}}$. Relaxation must be short compared with $7\times10^{-11}$ s, the inverse of the larger rate. In the dark, keeping the same $k_{12}$ and $k_{21}$ would require reverse rates with a geometric mean of $5.5\times10^{15}\ \mathrm{s^{-1}}$, above the attempt rate. For switching at the two rest sites alone, the bound allows at most $2.9\times10^3$ cycles per second.

### When Theorem 1 fails

If the minimum of $E_1$ lies off the saddle of $E_2$, a charge change places the defect on a slope. It may then slide to the same $B$ nearly every time and return to the same $A$, with little long-range motion despite a high cycle rate. If relaxation is weakly damped, the defect may pass the first minimum. As long as the landing displacements keep zero mean, with mean squares $\sigma_A^2$ and $\sigma_B^2$ from the two sites, Lemma 2 gives $D=R(\sigma_A^2+\sigma_B^2)/(2d)$. If the charge changes during relaxation, the waiting times and half hops no longer separate, and the coupled motion on both surfaces must be solved.

## II. Barrier reduction by released energy

The first half treated a defect whose stable and saddle sites exchange roles between two charge states. Its charge-cycle rate is $R=k_{12}k_{21}/(k_{12}+k_{21})$, where $k_{12}$ and $k_{21}$ are the two charge-change rates, and $R=9.1\times10^5\ \mathrm{s^{-1}}$ in the example at $kT=0.025852$ eV. One cycle recombines one electron–hole pair. The attempt rate is $\nu=1.0\times10^{13}\ \mathrm{s^{-1}}$.

Consider now a second defect whose stable site is the same in both charge states. It must cross a barrier $E_b$, but recombination can heat the atoms around it. The questions are by how much the released energy lowers the apparent barrier, and with what prefactor.

### The model of a hot interval

1. The defect and its surroundings form $m$ classical harmonic oscillators. Migration occurs when one chosen oscillator, the reaction coordinate, holds at least $E_b$.
2. Each cycle puts one energy $\varepsilon$ into these oscillators, on top of their thermal energy $x$. The total $E=\varepsilon+x$ is shared statistically before it is lost.
3. The excess energy is lost in a single step at the rate $\gamma$. A hot interval ends at this loss or at the first hop.
4. Hot intervals do not overlap, so $R\ll\gamma$. The quantities $\nu$, $\gamma$, $R$ and the distribution of $\varepsilon$ do not depend on temperature.

When stable and saddle sites exchange roles, charge cycling moves the defect with a diffusivity $D=s^2R/d$ that contains no migration barrier, as long as thermal crossings are negligible. For the second defect, whose stable site does not change, the model of a hot interval is now set up; it remains to find the hop probability per release, and from it the apparent barrier and the prefactor.

All numerical values are calculated from the stated model.
